Leading Wigner-Kirkwood Correction from the Mean Squared Potential Gradient

**1. What dimensions and symmetry allow**

A ligand mode is described by one coordinate x with constant mass m in a smooth potential V(x),

H = p²/(2m) + V(x), β = 1/(kT). (1)

Its classical partition function is

Z_cl = ∫ dx dp exp(−βH)/(2πħ) = (1/λ) ∫ dx exp(−βV), λ = ħ√(2πβ/m). (2)

The kinetic operator −(ħ²/2m)∂² contains ħ² and m in the ratio ħ²/m, which has the dimension energy × length². Each power of ħ²/m brings two spatial derivatives, and these must act on V. A constant added to V multiplies Z and Z_cl by the same factor, so V without a derivative cannot appear in Z/Z_cl. At first order in ħ²/m two dimensionless terms remain, ħ²β²V''/m and ħ²β³V'²/m, averaged with weight exp(−βV). This average is written < >. The two averages are not independent, because

∫ V'' exp(−βV) dx = [V' exp(−βV)] + β ∫ V'² exp(−βV) dx. (3)

The bracket vanishes if V confines the particle on the line, or if V is periodic and x runs over one period. Then

<V''> = β<V'²>, (4)

and the correction must have the form

Z = Z_cl [1 − δ + O(ħ⁴)], δ = Cħ²β³<V'²>/m. (5)

The harmonic oscillator gives the number C. With V = kx²/2 (here k is the force constant), ω² = k/m and u = βħω, the level sum is Z = 1/[2 sinh(u/2)] and Z_cl = 1/u. Expanding the hyperbolic sine,

Z/Z_cl = (u/2)/sinh(u/2) = 1 − u²/24 + 7u⁴/5760 − … (6)

Since <x²> = 1/(βk), <V'²> = k/β and δ = Cu². Hence C = 1/24. This argument assumed that the expansion has local terms in ħ²; the derivation below establishes this and finds the coefficient without reference to the oscillator.

**2. Equation for the phase-space weight**

The trace is taken in plane waves:

Z = ∫ dx dp/(2πħ) exp(−ipx/ħ) exp(−βH) exp(ipx/ħ). (7)

In (7) H is an operator and p a number. With ε = p²/(2m) + V(x), define w by

exp(−βH) exp(ipx/ħ) = exp(ipx/ħ) g, g = exp(−βε) w, w = 1 at β = 0. (8)

The left side obeys ∂/∂β = −H. The momentum operator acting on exp(ipx/ħ)g gives exp(ipx/ħ)(p − iħ∂)g, and (p − iħ∂)² = p² − 2iħp∂ − ħ²∂². Therefore

∂g/∂β = −εg + (iħp/m) g' + (ħ²/2m) g''. (9)

On the left, ∂g/∂β = exp(−βε)(∂w/∂β − εw), so the terms in ε cancel. On the right, at fixed p,

g' = exp(−βε)(w' − βV'w),
g'' = exp(−βε)(w'' − 2βV'w' − βV''w + β²V'²w). (10)

The result is

∂w/∂β = (iħp/m)(w' − βV'w) + (ħ²/2m)(w'' − 2βV'w' − βV''w + β²V'²w). (11)

A single factor ħ comes with one factor p, and ħ² comes with none. In w = 1 + ħw₁ + ħ²w₂ + …, the odd orders are therefore odd in p and vanish in the integral over p. Each factor ħ also brings one derivative, as Section 1 assumed.

**3. First and second order**

At order ħ, w = 1 on the right of (11) gives ∂w₁/∂β = −iβpV'/m. Integration from β = 0, where w₁ = 0, gives

w₁ = −iβ²pV'/(2m). (12)

At order ħ² the first bracket of (11) contains w₁:

w₁' − βV'w₁ = −(iβ²p/2m)(V'' − βV'²). (13)

Multiplication by ip/m turns −i·i into +1. The second bracket contributes with w = 1, so

∂w₂/∂β = (p²/2m²)(β²V'' − β³V'²) + (1/2m)(−βV'' + β²V'²). (14)

Integrating the powers of β,

w₂ = (p²/2m²)(β³V''/3 − β⁴V'²/4) + (1/2m)(−β²V''/2 + β³V'²/3). (15)

The Gaussian average over momentum replaces p² by m/β:

w̄₂ = β²V''/(6m) − β³V'²/(8m) − β²V''/(4m) + β³V'²/(6m)
= −β²V''/(12m) + β³V'²/(24m). (16)

Averaging over x and using (4), −1/12 + 1/24 = −1/24, so

δ = ħ²β³<V'²>/(24m). (17)

Since A = −kT ln Z and ln(1 − δ) = −δ at this order,

A = A_cl + ħ²β²<V'²>/(24m) + O(ħ⁴). (18)

The leading shift of A is never negative. By (4) it also equals ħ²β<V''>/(24m). That is the first-order shift produced by averaging V over a Gaussian displacement of variance σ² = ħ²β/(12m), because such an average adds σ²V''/2 to V. At this order the free energy is thus that of a classical particle in a potential smoothed over the length σ = λ/√(24π), about λ/9. By (4) the thermally weighted curvature <V''> is positive unless V is constant, so the smoothing raises the free energy.

Equations (12) and (15) were compared with a matrix exponential for the threefold rotor of Section 6, with barrier 3kT and p²/(2I) = kT. When ħ was halved at fixed p, the largest remainder of the odd part fell by 7.99 and that of the even part by 15.92. The expected factors are 8 for ħ³ and 16 for ħ⁴.

**4. Boundaries**

On a ring of length L, the trace contains the line kernel from x to x + nL, summed over integers n. Equation (7), with x over one period, is the term n = 0. The others describe paths that wind around the ring. They are exponentially small when λ is much shorter than L, and are bounded in Section 6.

Hard walls break the derivation. For a flat box of length L the levels are ħ²π²j²/(2mL²), j = 1, 2, …. With c = π²ħ²β/(2mL²), Poisson summation gives

Z = Σ exp(−cj²) = (1/2)[√(π/c) − 1] = L/λ − 1/2, (19)

up to terms of order √(π/c) exp(−π²/c), which are negligible for small c. Here V' = 0 inside the box, yet the relative correction is −λ/(2L), of first order in ħ. The wave function must vanish at the walls, which a smooth local expansion cannot represent.

A dissociating metal–ligand stretch raises a related difficulty. Its potential levels off, so the integral in (2) diverges with the range of x. If the range is cut at a finite distance, Z_cl and the averages depend on the cut. The bracket in (3) is then not exactly zero, though it is small where the potential is nearly flat. A hard wall at the cut also brings in a term of first order in ħ, as in (19).

**5. The next term**

At order ħ⁴ the allowed local terms contain V'''', V'V''', V''², V'²V'' and V'⁴. Integration by parts, with vanishing boundary terms, gives

<V''''> = β<V'V'''>,
<V'V'''> = −<V''²> + β<V'²V''>,
<V'²V''> = (β/3)<V'⁴>. (20)

Two averages remain, and dimensions fix their prefactors:

f = (ħ⁴β⁴/m²)[c₁<V''²> + c₂β²<V'⁴>], Z/Z_cl = 1 − δ + f + O(ħ⁶). (21)

The oscillator gives one condition. There <V'⁴> = 3k²/β², and comparison with (6) yields c₁ + 3c₂ = 7/5760.

A weak potential V = G cos(qx) on a long ring gives the other. The first-order change of Z vanishes because V has zero mean. With T the kinetic energy operator, the second-order change is

Z⁽²⁾ = (β²/2) ∫₀¹ ds Tr{exp[−(1−s)βT] V exp[−sβT] V}. (22)

V connects p to p ± ħq with amplitude G/2. The exponent is completed to a square by

(1−s)p² + s(p ± ħq)² = (p ± sħq)² + s(1−s)ħ²q². (23)

The integral over p then gives the free value L/λ. With θ = βħ²q²/(2m) and two signs,

Z⁽²⁾λ/L = (β²G²/4) ∫₀¹ ds exp[−s(1−s)θ]
= (β²G²/4)(1 − θ/6 + θ²/60 − …). (24)

The 1 is the classical part. The term in θ equals −ħ²β³G²q²/(48m), which agrees with (17) because <V'²> = G²q²/2 at this order in G. The term in θ² equals ħ⁴β⁴G²q⁴/(960m²). Since <V''²> = G²q⁴/2 and <V'⁴> is of order G⁴, c₁ = 1/480. The oscillator condition then gives c₂ = −1/3456, and

f = (ħ⁴β⁴/m²)[<V''²>/480 − β²<V'⁴>/3456]. (25)

A potential with a kink has a finite <V'²> but a divergent <V''²>. A finite δ therefore does not by itself justify the expansion.

For a test away from both special cases, take the asymmetric well βV = x²/2 + 0.2x³ + 0.1x⁴, with x dimensionless and ħ²β/(2m) = 0.01. Diagonalization gives 1 − Z/Z_cl = 0.00135472, while δ = 0.00135575. The small difference agrees with f within the 5% tolerance of the test.

**6. A threefold ligand torsion**

For a methyl group, x becomes the angle φ, m the moment of inertia I, and V' the torque apart from its sign. Take

V = (V₀/2)(1 − cos 3φ), a = βV₀/2. (26)

Then V' = (3V₀/2) sin 3φ, and the weight is proportional to exp(a cos 3φ). With θ = 3φ now denoting an angle, integration by parts over a full turn gives

∫ sin²θ exp(a cos θ) dθ = (1/a) ∫ cos θ exp(a cos θ) dθ. (27)

Division by ∫ exp(a cos θ) dθ gives <sin²3φ> = R/a, where R = I₁(a)/I₀(a) is a ratio of modified Bessel functions. With V₀ = 2a/β,

<V'²> = 9aR/β², δ = 3ħ²βaR/(8I). (28)

The curvature at the minimum is 9V₀/2, so ω² = 9V₀/(2I), and (28) becomes

δ = R (βħω)²/24. (29)

For a high barrier R approaches 1, and the harmonic result returns provided βħω remains small. For a low barrier R approaches a/2, so δ = 3ħ²βa²/(16I), which vanishes for free rotation.

The three hydrogens are identical. For torsional states unchanged by a turn of 2π/3, the partition function is (Z + 2Z₃)/3, where Z₃ is the trace of exp(−βH) times that turn. The factor 1/3 is the inverse of the symmetry number 3. It also multiplies the classical partition function, so it cancels in Z/Z_cl. To bound Z₃, divide exp(−βH) into many short steps. Each step is a positive free kernel times a factor from V that is at most 1, because V ≥ 0. The full kernel therefore cannot exceed the free one:

Z₃ ≤ 2π √[I/(2πħ²β)] Σ exp[−I(2π/3 + 2πn)²/(2ħ²β)], (30)

summed over all integers n. The same argument with turns 2πn, n ≠ 0, bounds the winding terms of Section 4. Their exponents are at least nine times the smallest one in (30).

**7. Methyl torsion in diethylzinc**

Diethylzinc is a precursor for zinc oxide deposition. One methyl torsion of an ethyl ligand is modelled with hydrogens roughly 1.02 Å from the axis and a barrier V₀ = 0.12 eV. The barrier is assumed for illustration, and that of the real molecule may differ noticeably. These give I = 3.146 amu Å², ħ²/(2I) = 0.6644 meV and ħω = 26.8 meV. Take 450 K as a rough reactor temperature and 300 K for the source.

At 450 K, kT = 38.778 meV, so a = 120/(2 × 38.778) = 1.547 and R = 0.6076. Equation (28) gives

<V'²> = 9 × 1.547 × 0.6076 × (0.038778 eV)² = 0.01272 eV²/rad². (31)

Writing (17) as [ħ²/(2I)]<V'²>/[12(kT)³],

δ = 6.644×10⁻⁴ × 0.01272/[12 × (0.038778)³] = 0.0121. (32)

The free-energy shift is kTδ = 0.47 meV, or 45 J/mol, for each methyl group. Diagonalization of the same model gives 1 − Z/Z_cl = 0.0118. The harmonic estimate 0.0199 is about 65% above δ, because it ignores the factor R, which by (4) and (28) is the thermally averaged curvature of V divided by its value at the minimum.

At 300 K, δ = 0.0333 against 0.0321 from diagonalization, and the shift is 83 J/mol against 81 J/mol. The difference in Z/Z_cl, 0.0012, is close to f = 0.0013.

At 150 K, which is a stress test and not a process temperature, δ = 0.158 against 0.140. Relative to the diagonalized values, δ is 13% too large but the free-energy shift, 197 J/mol against 187 J/mol, only 5%. The reason is the logarithm: ln(1 − δ + f) = −δ + (f − δ²/2) + …, so the next term in the free energy contains f − δ²/2 = 0.0087 instead of f = 0.0212.

For the real molecule, modest errors in the classical inputs can exceed the quantum correction at both process temperatures. A barrier 10% higher, with I and T fixed, changes ln Z_cl by −0.058 at 450 K and by −0.056 at 300 K. The molecular frame also recoils when the methyl group turns. A rough estimate takes a rigid frame with a centre of symmetry at Zn and treats CH₂ and CH₃ as point masses, apart from the moment I of each methyl group about its own axis, with Zn–C and C–C lengths of 1.95 and 1.54 Å and a Zn–C–C angle of 114°. It reduces I by a factor 0.924 and changes ln Z_cl by −0.040. With V and T fixed it also raises δ by 8%, since δ varies as 1/I. The second methyl group is held fixed in this estimate. The point masses leave out part of the inertia of the hydrogens about the chain, so these figures overstate the recoil of a rigid frame. With every atom placed, the factor is nearer 0.95 and the change of ln Z_cl nearer −0.026, which exceeds δ in size at 450 K but not at 300 K. In the real molecule the ethyl groups can turn about the Zn–C bonds, so the frame is not rigid; that effect and the coupling to other vibrations are not sized here. In the model without recoil, hydrogen exchange changes the partition function by a relative amount below 3×10⁻¹⁸ at 300 K. The bound depends strongly on I, but it stays negligible for the reduced I as well, so exchange can be dropped.

In a reaction free energy, the difference of these shifts between products and reactants enters. In this one-dimensional model, the contribution of a methyl torsion cancels if it survives at the same temperature with the same barrier and moment of inertia. With recoil, the moment that matters is the reduced one, which can change with the frame even if the methyl group itself does not. The numerical output lists the values at all three temperatures.

Computed results

```
barrier V0 = 0.12 eV (rough input)
H distance from axis = 1.02 angstrom (rough input)
moment of inertia I = 3.146 amu angstrom^2
hbar^2/(2I) = 0.6644 meV
harmonic quantum hbar*omega = 26.79 meV
Zn-C, C-C = 1.95, 1.54 angstrom (rough)
Zn-C-C angle = 114 degrees (rough)
recoil-reduced I / I = 0.9238
recoil change of ln Z_cl = -0.0396
w test, hbar halved: odd remainder falls by 7.99
w test, hbar halved: even remainder falls by 15.92
line well: 1 - Z/Z_cl = 0.00135472, delta = 0.00135575
T = 150 K: kT = 12.926 meV
  a = 4.6418, I1(a)/I0(a) = 0.8844
  mean squared torque = 0.006173 eV^2/rad^2
  Z_cl = 1.49307, Z = 1.28471 (full circle)
  harmonic (hbar*omega/kT)^2/24 = 0.17895
  delta = 0.15826
  hbar^4 term of Z/Z_cl = 0.021197
  1 - Z/Z_cl by diagonalization = 0.13955
  free-energy shift, leading = 197.38 J/mol
  free-energy shift, diagonalization = 187.45 J/mol
  barrier +10%: change of ln Z_cl = -0.0509
  H exchange: relative change of Z below 6.6e-09
T = 300 K: kT = 25.852 meV
  a = 2.3209, I1(a)/I0(a) = 0.7440
  mean squared torque = 0.010387 eV^2/rad^2
  Z_cl = 3.11966, Z = 3.01964 (full circle)
  harmonic (hbar*omega/kT)^2/24 = 0.04474
  delta = 0.03329
  hbar^4 term of Z/Z_cl = 0.001273
  1 - Z/Z_cl by diagonalization = 0.03206
  free-energy shift, leading = 83.03 J/mol
  free-energy shift, diagonalization = 81.28 J/mol
  barrier +10%: change of ln Z_cl = -0.0562
  H exchange: relative change of Z below 2.2e-18
T = 450 K: kT = 38.778 meV
  a = 1.5473, I1(a)/I0(a) = 0.6076
  mean squared torque = 0.012723 eV^2/rad^2
  Z_cl = 4.88254, Z = 4.82473 (full circle)
  harmonic (hbar*omega/kT)^2/24 = 0.01988
  delta = 0.01208
  hbar^4 term of Z/Z_cl = 0.000246
  1 - Z/Z_cl by diagonalization = 0.01184
  free-energy shift, leading = 45.20 J/mol
  free-energy shift, diagonalization = 44.56 J/mol
  barrier +10%: change of ln Z_cl = -0.0580
  H exchange: relative change of Z below 9.0e-28
```
